\section*{Leakage lifetime of a delta-well channel behind a rectangular barrier}

\section{The model and its complex energy}

\textbf{Q.} You want a lifetime for an electron in a channel separated from a gate by an insulator. What is the model?

\textbf{A.} Motion normal to the layers, in one dimension, for one electron of mass $m$. I use atomic units, $\hbar=1$. The channel is an attractive delta well at $x=0$, the barrier above it has thickness $d$, and energies are measured from the floor of the gate's band:
\begin{equation}
V(x)=\begin{cases}V_0-\alpha\,\delta(x), & x<d,\\ 0, & x>d,\end{cases}
\qquad \alpha>0 .
\end{equation}
The insulator behind the channel, $x<0$, is taken as infinitely thick, so leakage goes to the gate alone. The mass is the same everywhere. Motion along the layers then separates and does not affect the result.

\textbf{Q.} What does the channel state look like without a gate?

\textbf{A.} Let $d\to\infty$. For an energy $E$ below $V_0$, define $\kappa$ by $\kappa^2=2m(V_0-E)$. The solution that decays on both sides is $e^{-\kappa|x|}$. Integrating the Schr\"odinger equation across $x=0$ leaves only the kinetic and delta terms:
\begin{equation}
-\frac{1}{2m}\left[\psi'(0^+)-\psi'(0^-)\right]-\alpha\psi(0)=0 ,
\label{jump}
\end{equation}
so the slope jumps by $-2m\alpha\psi(0)$. Here the jump is $-\kappa-\kappa=-2\kappa$, which gives $\kappa=m\alpha$. Thus
\begin{equation}
\kappa_0=m\alpha,\qquad E_0=V_0-\frac{\kappa_0^2}{2m},\qquad
\psi_0=\sqrt{\kappa_0}\,e^{-\kappa_0|x|} .
\end{equation}
The prefactor normalizes the state, since $\int e^{-2\kappa_0|x|}dx=1/\kappa_0$. I first take $E_0>0$: the level then lies opposite propagating gate states, with wave number $k_0=\sqrt{2mE_0}$.

\textbf{Q.} The Hamiltonian is Hermitian. How can it have a complex energy?

\textbf{A.} On square-integrable functions it cannot. I impose a different boundary condition: in the gate there is an outgoing wave and no incoming one,
\begin{equation}
\psi(x)=C e^{ik(x-d)},\quad x>d,\qquad k^2=2mE,\quad \mathrm{Re}\,k>0 .
\end{equation}
This describes an electron that leaves and is not replaced. Write $E=E_R-i\Gamma/2$. With the time factor $e^{-iEt}$, the density is proportional to $e^{-\Gamma t}$, so the lifetime is $\tau=1/\Gamma$.

\textbf{Q.} You chose the sign of the imaginary part. Does anything force $\Gamma$ to be positive?

\textbf{A.} The continuity equation does. The real potential, delta term included, creates no probability. The probability in $x<d$ therefore changes only through the current at $d$:
\begin{equation}
\frac{d}{dt}\int_{-\infty}^{d}|\psi|^2dx=-j(d),\qquad
j(d)=\frac{1}{m}\,\mathrm{Im}\,(\psi^*\psi')_{d}=\frac{\mathrm{Re}\,k}{m}|\psi(d)|^2 ,
\end{equation}
where $\psi'(d)=ik\psi(d)$ was used. The left side is $-\Gamma$ times the integral, so
\begin{equation}
\Gamma=\frac{\mathrm{Re}\,k}{m}\;\frac{|\psi(d)|^2}{\int_{-\infty}^{d}|\psi|^2dx}>0 .
\label{flux}
\end{equation}

\textbf{Q.} Then $k$ is complex too, and your wave may blow up in the gate.

\textbf{A.} It does. The imaginary part of $k^2=2mE$ reads $2\,\mathrm{Re}\,k\,\mathrm{Im}\,k=-m\Gamma$, so $\mathrm{Im}\,k<0$. With the exit speed $v=\mathrm{Re}\,k/m$, the density in the gate is
\begin{equation}
|\psi(x,t)|^2=|C|^2e^{-\Gamma t}e^{-2\,\mathrm{Im}\,k\,(x-d)}
=|C|^2\exp\left[-\Gamma\left(t-\frac{x-d}{v}\right)\right].
\end{equation}
What is now at distance $x-d$ left the barrier a time $(x-d)/v$ earlier, when the channel held more probability. The growth records that earlier density. In a real decay it ends at a front, because the electron was placed in the channel at a finite time. This is also why the norm in (\ref{flux}) stops at $d$.

\section{Matching}

\textbf{Q.} Show me the condition that fixes $E$.

\textbf{A.} Keep $\kappa^2=2m(V_0-E)$, now complex, with $\mathrm{Re}\,\kappa>0$ so that the wave decays for $x\to-\infty$. In the barrier both exponentials are needed:
\begin{equation}
\psi=\begin{cases}(A+B)\,e^{\kappa x}, & x<0,\\ A e^{-\kappa x}+B e^{\kappa x}, & 0<x<d.\end{cases}
\end{equation}
The factor $A+B$ makes $\psi$ continuous at $0$. At $d$ the value and slope are continuous, so $\psi'(d)=ik\psi(d)$ also holds just inside the barrier:
\begin{align}
-\kappa A e^{-\kappa d}+\kappa B e^{\kappa d}&=ik\left(Ae^{-\kappa d}+Be^{\kappa d}\right),\\
(\kappa-ik)\,B e^{\kappa d}&=(\kappa+ik)\,A e^{-\kappa d},\\
\frac{B}{A}&=r\,e^{-2\kappa d},\qquad r=\frac{\kappa+ik}{\kappa-ik}.
\end{align}
At the delta, $\psi'(0^+)=\kappa(B-A)$ and $\psi'(0^-)=\kappa(A+B)$. Their difference is $-2\kappa A$, and (\ref{jump}) demands $-2\kappa A=-2m\alpha(A+B)$. Dividing by $-2A$,
\begin{equation}
\kappa=\kappa_0\left[1+r\,e^{-2\kappa d}\right],\qquad k^2=2mV_0-\kappa^2 .
\label{exact}
\end{equation}
No approximation has been made within the model. The second term is the tail that travels to the gate, is reflected with factor $r$, and returns. I follow the solution that tends to $\kappa_0$ as $d\to\infty$.

\textbf{Q.} Equation (\ref{exact}) is transcendental. Where is the lifetime?

\textbf{A.} For a thick barrier, $\varepsilon=e^{-2\kappa_0d}$ is small. To first order the right side may be evaluated at $\kappa_0$, $k_0$:
\begin{equation}
\kappa-\kappa_0\simeq\kappa_0r_0\varepsilon,\qquad
r_0=\frac{(\kappa_0+ik_0)^2}{\kappa_0^2+k_0^2}
=\frac{\kappa_0^2-k_0^2+2i\kappa_0k_0}{\kappa_0^2+k_0^2}.
\end{equation}
Since $E=V_0-\kappa^2/2m$, a small change of $\kappa$ changes $E$ by $-\kappa_0(\kappa-\kappa_0)/m$:
\begin{equation}
E-E_0\simeq-\frac{\kappa_0^2}{m}\,r_0\,\varepsilon .
\label{first}
\end{equation}
The real part shifts the level. The imaginary part equals $-\Gamma/2$, hence
\begin{equation}
\Gamma\simeq\frac{2\kappa_0^2}{m}\,\frac{2\kappa_0k_0}{\kappa_0^2+k_0^2}\,e^{-2\kappa_0d},
\qquad
\boxed{\;\tau\simeq\frac{m(\kappa_0^2+k_0^2)}{4\kappa_0^3k_0}\,e^{2\kappa_0d}\;}
\label{tau}
\end{equation}
At fixed $\alpha$, $m$ and $V_0$ the prefactor does not depend on $d$, so $d\ln\tau/dd\to2\kappa_0$. The 2 appears because the amplitude at the gate falls as $e^{-\kappa_0d}$ and the current is quadratic in it.

\textbf{Q.} I would like the prefactor from another direction.

\textbf{A.} Use (\ref{flux}). To leading order the norm is that of $\psi_0$, which is 1, and $A=\sqrt{\kappa_0}$. At the gate the two barrier terms add to
\begin{equation}
\psi(d)=\sqrt{\kappa_0}\,e^{-\kappa_0d}(1+r_0)
=\sqrt{\kappa_0}\,e^{-\kappa_0d}\,\frac{2\kappa_0}{\kappa_0-ik_0}.
\end{equation}
Therefore
\begin{equation}
\Gamma\simeq\frac{k_0}{m}\,\kappa_0\,\frac{4\kappa_0^2}{\kappa_0^2+k_0^2}\,e^{-2\kappa_0d},
\end{equation}
which agrees with (\ref{tau}). No separate attempt frequency had to be assumed.

\textbf{Q.} A complex root is still not a decaying electron. Does the survival probability follow it?

\textbf{A.} That was tested with an ordinary Hermitian Hamiltonian in a large closed box, before reflections from the walls returned. The values were $m=0.5$, $V_0=2.4$ hartree, $\alpha=2$ hartree bohr and $d=2$ bohr. The electron started in $\psi_0$, and the logarithm of its survival probability was fitted between one and three lifetimes. The decay rate was 0.075716 atomic units; the root of (\ref{exact}) gives 0.075714. This supports the exponential law in that window, not at very short or very long times.

\section{Where the thick-barrier formula fails}

\textbf{Q.} How small must $\varepsilon$ be? You also put $\kappa_0$ into an exponent multiplied by a large $d$.

\textbf{A.} The next order answers that. Let $f(\kappa)=r e^{-2\kappa d}$ and $\delta=\kappa-\kappa_0$. Expanding (\ref{exact}) about $\kappa_0$,
\begin{equation}
\delta=\kappa_0f_0+\kappa_0f_0'\delta+\dots=\kappa_0f_0+\kappa_0^2f_0f_0'+O(\varepsilon^3).
\end{equation}
For $f_0'$ we need $dr/d\kappa$. From $k^2=2mV_0-\kappa^2$ comes $dk/d\kappa=-\kappa/k$, so
\begin{equation}
\frac{1}{r}\frac{dr}{d\kappa}
=\frac{1-i\kappa/k}{\kappa+ik}-\frac{1+i\kappa/k}{\kappa-ik}
=-\frac{i}{k}-\frac{i}{k}=-\frac{2i}{k},
\end{equation}
because $1-i\kappa/k=-i(\kappa+ik)/k$ and $1+i\kappa/k=i(\kappa-ik)/k$. Thus $f_0'=f_0(-2d-2i/k_0)$. Insert $\delta$ into $E-E_0=-\kappa_0\delta/m-\delta^2/2m$. The terms of second order are
\begin{align}
E_2&=-\frac{\kappa_0^3f_0f_0'}{m}-\frac{\kappa_0^2f_0^2}{2m}\\
&=-\frac{\kappa_0^2r_0^2\varepsilon^2}{2m}\left[1-4\kappa_0d-\frac{4i\kappa_0}{k_0}\right].
\end{align}
Dividing $\mathrm{Im}\,E_2$ by the imaginary part of (\ref{first}) gives the relative correction to the leading width:
\begin{equation}
\frac{\Delta\Gamma}{\Gamma}\simeq\frac{\varepsilon}{2\,\mathrm{Im}\,r_0}\,
\mathrm{Im}\left\{r_0^2\left[1-4\kappa_0d-\frac{4i\kappa_0}{k_0}\right]\right\}.
\label{second}
\end{equation}
For $\kappa_0$ and $k_0$ of similar size, the correction is small when $(1+\kappa_0d)\,e^{-2\kappa_0d}\ll1$. Your worry about the exponent was justified, but the factor $d$ multiplies an exponentially small shift.

\textbf{Q.} Is there a number behind (\ref{second})?

\textbf{A.} For the test values above but $d=5$ bohr, the root of (\ref{exact}) gives a relative correction of $2.171\times10^{-4}$, and (\ref{second}) gives $2.173\times10^{-4}$. The slope was tested without the matching formula, by diagonalizing the Hamiltonian with the gate coordinate rotated into the complex plane. This turns the outgoing wave into a decaying one. Between 4 and 5 bohr, $\ln\Gamma$ falls by 2.00116 per bohr, against $2\kappa_0=2$. Equation (\ref{second}) accounts for the excess: the correction is $1.38\times10^{-3}$ at 4 bohr and $0.22\times10^{-3}$ at 5 bohr, and their difference is $1.16\times10^{-3}$.

\textbf{Q.} What happens when the level approaches the gate floor?

\textbf{A.} For $k_0\ll\kappa_0$, (\ref{tau}) gives $\Gamma\simeq(4\kappa_0k_0/m)\varepsilon$. The width vanishes with the exit speed. But then $r_0\to1$ and $\mathrm{Im}\,r_0\simeq2k_0/\kappa_0$, so the last term of (\ref{second}) contributes
\begin{equation}
\frac{\varepsilon}{2}\,\frac{-4\kappa_0/k_0}{2k_0/\kappa_0}=-\varepsilon\,\frac{\kappa_0^2}{k_0^2}.
\end{equation}
A second condition is therefore $\varepsilon\kappa_0^2/k_0^2\ll1$. Its meaning is simple: by (\ref{first}) the level moves down by about $\kappa_0^2\varepsilon/m$, and this must be small compared with its height $k_0^2/2m$ above the floor. Once the shift exceeds the height, for $\varepsilon\kappa_0^2/k_0^2$ above about $1/2$, the level drops below the floor and is bound although $E_0>0$. The exact width therefore reaches zero at a finite $k_0$.

\textbf{Q.} And the opposite limit, a very fast exit?

\textbf{A.} For $k_0\gg\kappa_0$ at fixed $\kappa_0$ and $m$, which means raising $V_0$, the width becomes $(4\kappa_0^3/mk_0)\varepsilon$ and falls again. The wave is then strongly mismatched at the gate: $r_0\to-1$, and $\psi(d)$ tends to zero. The factor $2\kappa_0k_0/(\kappa_0^2+k_0^2)$ in (\ref{tau}) is largest, equal to 1, at $k_0=\kappa_0$.

\textbf{Q.} If the isolated level lies below the gate floor, does it leak slowly?

\textbf{A.} It does not leak in this model. For $E<0$ put $k=iq$ with $q>0$, so the gate wave decays. Then $r=(\kappa-q)/(\kappa+q)$ is real. Since $\kappa^2-q^2=2mV_0>0$, it lies between 0 and 1. At $\kappa=\kappa_0$ the right side of (\ref{exact}) exceeds the left; at $\kappa=2\kappa_0$ it is smaller. A real root lies between, with an energy below $E_0$. For $V_0=0.8$ hartree, $m=0.5$, $\alpha=2$ hartree bohr and $d=2$ bohr, $E_0=-0.2$ hartree and diagonalization gives $-0.2133$ hartree. A level below the floor has no gate state to enter.

\section{A gate oxide in numbers}

\textbf{Q.} Put in values that resemble a device.

\textbf{A.} Take a monolayer channel under a high-permittivity oxide with a metal gate. The gate's band floor is placed several eV below the channel level; a single free-electron band stands in for the metal's real bands. The parameters are round and rough: a barrier $W=V_0-E_0=2$ eV above the level, $E_0=4$ eV, $m=0.20$ electron masses and $d=40$ angstrom. They give $\kappa_0=0.3240$ per angstrom.

Because $\kappa_0^2/2m=W$ and $k_0^2/2m=E_0$, the width in (\ref{tau}) can be written
\begin{equation}
\Gamma\simeq\frac{8W\sqrt{WE_0}}{W+E_0}\,e^{-2\kappa_0d}
=\frac{8\times2\times\sqrt{8}}{6}\ \mathrm{eV}\times e^{-25.92}.
\end{equation}
The prefactor is 7.54 eV and the exponential $5.53\times10^{-12}$, so $\Gamma=4.17\times10^{-11}$ eV. Restoring $\hbar$,
\begin{equation}
\tau=\frac{\hbar}{\Gamma}\approx1.6\times10^{-5}\ \mathrm{s}.
\end{equation}
With $n=10^{13}$ electrons per cm$^2$, each leaving at rate $1/\tau$, the one-way current density is $J=en/\tau\approx0.10$ A/cm$^2$.

\textbf{Q.} How much does thickness buy?

\textbf{A.} At fixed barrier, mass and level, and with no field in the oxide, one decade of lifetime costs
\begin{equation}
\Delta d=\frac{\ln10}{2\kappa_0}=3.55\ \text{angstrom}=0.355\ \mathrm{nm}.
\end{equation}
The roots of (\ref{exact}) give $2.42\times10^{-8}$ s at 30 angstrom and $1.58\times10^{-5}$ s at 40, a ratio of about 650, or $e^{6.48}$. At 10 angstrom the root gives $5.65\times10^{-14}$ s and the formula $5.69\times10^{-14}$ s, which is 0.8\% above the root. Equation (\ref{second}) predicts this: with $\varepsilon=e^{-6.48}$ the width is 0.8\% larger than its leading value.

\textbf{Q.} Real oxides carry a field, and a monolayer is not a delta function. How far should I trust 16 microseconds?

\textbf{A.} Only as a rough scale: some of the changes below move it by more than a factor of ten. If all the channel charge is balanced on the gate and the relative permittivity is 20, the field is 0.905 MV/cm, below a rough breakdown scale of several MV/cm. The oxide drop is then 0.362 eV. Each change below was made alone; the factor multiplies the lifetime.
\begin{itemize}
\item The oxide field gives 0.33. Lowering the barrier by half the drop, 0.18 eV, in the exponent alone would give about 0.30.
\item The image force at the gate, with a fast permittivity of 5, gives about 0.55 (0.541 with 200 steps) when it acts only between channel and gate and is cut off at the gate floor. The value depends on these choices: letting it act behind the channel as well gives 0.58, moving the image plane 0.12 angstrom into the gate gives 0.59, and both together give 0.62.
\item A channel 6 angstrom wide with the same isolated level gives 4.5. By (\ref{flux}), a smaller density at the channel edge means a smaller leakage current.
\item A gate mass of 1.0 gives 1.04, with $\psi'/m$ continuous at the interface.
\item A mass of 0.25 throughout, with $W$ and $E_0$ fixed, gives 21. The prefactor in eV is unchanged, while the exponent grows by $25.92(\sqrt{1.25}-1)=3.06$.
\end{itemize}
Taken one at a time, these factors move the current density between about 0.005 and 0.3 A/cm$^2$. Of the changes in this list, the one in the mass has the largest effect: a quarter more mass adds about 3 to the exponent.

The list is not complete. The model uses a parabolic band all the way into the oxide gap. A two-band dispersion with gap $E_g$ and the same band-edge mass multiplies the exponent by $\sqrt{1-W/E_g}$. For $E_g=6$ eV it falls from 25.9 to 21.2, which by itself shortens the lifetime about a hundredfold; the prefactor also changes, by a factor of order one. The mass of 0.20 should therefore be read as a tunnelling mass fitted at this barrier, not as a band-edge mass. Also left out is a large momentum $q$ along the layers, as in a monolayer whose band edge lies away from the zone centre. If $q$ is conserved and the total energy stays 2 eV below the oxide's band edge, a parabolic band gives the decay constant $\sqrt{\kappa_0^2+q^2}$. For $q=0.3$ per angstrom this is 0.442 per angstrom, and the exponential alone lengthens the lifetime by about $10^4$. A zone-corner band edge has a much larger $q$, about 1.3 per angstrom for a lattice constant near 3.2 angstrom. That exceeds $k_0=0.46$ per angstrom, so the model gate has no state to enter, and the leakage then depends on the real bands and on scattering that does not conserve $q$. The estimate of 16 microseconds therefore applies only to states with small $q$.

\textbf{Q.} What about heat, and electrons coming back from the gate?

\textbf{A.} At 300 K the activation factor over the barrier is $e^{-W/k_BT}=2.5\times10^{-34}$, far below the tunnelling exponential, so emission over the top is negligible here. Return flow needs occupied gate states at the channel energy. If the gate's Fermi level lies below the channel level by the oxide drop, their occupation is about $e^{-0.362\,\mathrm{eV}/k_BT}=8\times10^{-7}$. Without such a bias the gate states could be filled, and $J$ would not be the net current.

\textbf{Q.} You have left out traps, which may carry most of the leakage.

\textbf{A.} They may, and this model cannot say how much. It does show why they matter. An electron held at the same energy by a similar well halfway through the oxide faces 20 angstrom instead of 40. With the channel's own well left out, its escape time to the gate is shorter by a factor $4.3\times10^5$, close to $e^{\kappa_0d}$. That well is a plane, like the channel's. A real trap is closer to a point: its wave also contains momenta along the layers, and those parts decay faster toward the gate. For a short-range point well of the same energy the factor is smaller by roughly $\kappa_0d\approx13$, which leaves about $3\times10^4$. Either number is a local scale for the second hop, not a trap current: the electron must first reach the trap, and the total depends on the trap density, energies and capture rates. The lifetime (\ref{tau}) describes direct tunnelling through a trap-free barrier. The remaining values are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
TESTS (model in atomic units)
mass 0.5, height 2.4 Ha, strength 2.0 Ha bohr
largest energy difference, two methods: 1.2e-13 Ha
width at 2 bohr, matching: 0.075714 Ha
decay rate at 2 bohr, time evolution: 0.075716 a.u.
log-width slope, 4 to 5 bohr: 2.00116 per bohr
twice kappa0: 2.00000 per bohr
relative width correction at 5 bohr, found: 2.171e-04
same correction, second order: 2.173e-04
bound-case energy: -0.213279 Ha
EXAMPLE (rough parameters)
barrier above level: 2.0 eV
gate floor below level: 4.0 eV
mass: 0.20 electron masses
oxide thickness: 40 angstrom
well strength: 12.345 eV angstrom
kappa0: 0.3240 per angstrom
k0: 0.4582 per angstrom
width prefactor: 7.542 eV
exponent 2 kappa0 d: 25.921
lifetime at 10 angstrom: root 5.6471e-14 s, formula 5.6916e-14 s
lifetime at 20 angstrom: root 3.7120e-11 s, formula 3.7120e-11 s
lifetime at 30 angstrom: root 2.4210e-08 s, formula 2.4210e-08 s
lifetime at 40 angstrom: root 1.5790e-05 s, formula 1.5790e-05 s
log-lifetime slope, 30 to 40: 0.64804 per angstrom
thickness per decade: 3.553 angstrom = 0.3553 nm
width at 40 angstrom: 4.169e-11 eV
sheet density: 1.0e+13 per cm2
leakage current density: 1.015e-01 A/cm2
NEGLECTED EFFECTS (factor multiplies the lifetime)
relative permittivity: static 20, fast 5
oxide field: 0.905 MV/cm
potential drop in oxide: 0.362 eV
factor from oxide field: 0.331
factor from image force at gate: 0.541
factor from gate mass 1.0: 1.043
factor from mass 0.25 throughout: 21.32
factor from channel width 6 angstrom: 4.542
temperature: 300 K
thermal activation factor: 2.52e-34
tunnelling factor: 5.53e-12
return-flow factor, drop over kT: 8.32e-07
escape-time ratio, full to half oxide: 4.254e+05
\end{verbatim}
